# Exact-event simulation of catalytic deprotection and its mean-field limit

Suppose a bake model for a chemically amplified resist multiplies the mean acid concentration by the mean protected fraction and calls the product a reaction rate. For the parameters used below it leaves 22.3 % of the units protected after 60 s, whereas the lattice process it is meant to describe leaves 26.2 %. If the acids hop ten times more slowly and everything else is held fixed, the rate equation still says 22.3 %, but the process leaves 48.6 %. The equation contains no hopping rate, so it cannot report its own failure.

Simulating the individual acids with a fixed time step brings a different error, set by the step. The scheme below removes that error, and the process it samples is simple enough to show when the rate equation is right.

## The process and the naive equation

Take a cubic lattice of spacing $a$ with $N$ sites and periodic boundaries. Each site holds one polymer unit, with $\eta_y=1$ if the unit on site $y$ is protected and $\eta_y=0$ if it is not. All units start protected. There are $N_A$ acids, placed independently and uniformly, and $c=N_A/N$ is the number per site. Each acid hops at total rate $\Gamma$, equally to its six neighbours. Its mean square displacement is $\Gamma t a^2=6Dt$, so

$$D=\Gamma a^2/6 .$$

An acid on a protected site deprotects it at rate $k$ and survives. Acids may share a site, are never lost, and hop in the same way whatever the state of the polymer.

Let $M$ be the number of acids on protected sites and $p$ the mean protected fraction. Each of the $M$ acids removes one unit at rate $k$, hence

$$N\frac{dp}{dt}=-k\,E[M]. \tag{1}$$

The naive step is to set $E[M]=N_Ap$, as if an acid saw a typical site. Then $dp/dt=-kcp$ and $p_{\rm mf}=e^{-ckt}$. But an acid has been working on its own surroundings, so its site is more likely than average to be spent already.

## Replacing the time step by the event time

In a given state the total event rate is

$$R=N_A\Gamma+kM .$$

A fixed-step scheme that allows one event with probability $R\Delta t$ replaces the true probability $1-e^{-R\Delta t}$ by its first-order term, with an error of about $(R\Delta t)^2/2$ per step. In the example $R$ starts at 2600 s⁻¹, so a step of 1 ms would give a "probability" of 2.6. A scheme that updates every acid separately needs only $\Gamma\Delta t\ll1$ (0.006 for this step), but it still carries an error that shrinks only with the step.

The state does not change between events, so no step is needed. Let $F(\tau)$ be the probability that nothing happens for a time $\tau$. Then $F(\tau+d\tau)=F(\tau)(1-R\,d\tau)$, which with $F(0)=1$ gives $F=e^{-R\tau}$. Setting $F(\tau)=1-x$, with $x$ uniform on $[0,1)$, yields

$$\tau=-\frac{\ln(1-x)}{R}.$$

The probability density for the next event to be of type $j$, with rate $r_j$, at time $\tau$ is $r_je^{-R\tau}=(r_j/R)\,(Re^{-R\tau})$. It factorizes, so the type can be drawn separately with probability $r_j/R$. The algorithm is:

1. Draw $\tau$. Record the present state at every output time that lies before the event.
2. With probability $N_A\Gamma/R$, move a random acid to a random neighbour, from $y$ to $y'$. Update $M\to M+\eta_{y'}-\eta_y$.
3. Otherwise draw acids at random until one sits on a protected site $y$. Deprotect it, and update $M\to M-n_y$, where $n_y$ is the number of acids there.
4. Recompute $R$ and repeat.

Step 3 selects uniformly among the $M$ eligible acids and needs $N_A/M$ draws on average. All other updates take a time independent of $N$.

A ring of four sites with two acids has only 256 states, so its master equation can be solved completely. With a hopping rate of 2 s⁻¹, a reaction rate of 1 s⁻¹ and a time of 2 s, the number of protected units in 20,000 simulated runs follows the master-equation distribution with a chi-square of 1.42 for four degrees of freedom.

## Solving for the mean

Acid motion does not depend on the polymer, so the acid paths can be fixed first. The unit at $y$ then faces the reaction rate $kn_y(s)$ at time $s$ and survives with probability $e^{-kL_y}$, where $L_y=\int_0^t n_y\,ds$ is the total time acids have spent there.

This time is a sum over independent acids, so the average of the exponential is a product of $N_A$ equal factors. Let $u(x,t)$ be the average of $e^{-k\ell}$ for one acid that starts at $x$ and spends a time $\ell$ at the origin. Averaging over the uniform starting site gives

$$p=\Big[\frac1N\sum_xu(x,t)\Big]^{N_A}=\Big[1-\frac{S(t)}N\Big]^{N_A},\qquad S=\sum_x(1-u). \tag{2}$$

For $N\to\infty$ at fixed $c$ and $t$, $N_A\ln(1-S/N)\to-cS$, so $p\to e^{-cS}$. $S$ is the mean number of units that one acid would remove from a fresh lattice. On the four-site ring, equation (2) and the master equation both give 0.45307683.

To find $S$, look at the first short interval $dt$ of the path. The acid hops with probability $\Gamma dt$, and at the origin the exponential loses a fraction $k\,dt$:

$$\frac{\partial u}{\partial t}(x,t)=\Gamma\Big[\frac16\sum_{e}u(x+e,t)-u(x,t)\Big]-k\,\delta_{x0}\,u(x,t),$$

where $e$ runs over the six neighbour vectors and $u(x,0)=1$. Summed over $x$, the bracket vanishes because each site is the neighbour of six others. What remains is

$$\frac{dS}{dt}=k\,u_0(t),\qquad u_0(t)=u(0,t),\qquad S(0)=0. \tag{3}$$

Only an acid that starts at the origin is now needed. With $\ell(s)$ its time there up to $s$,

$$\frac{d}{ds}e^{-k[\ell(t)-\ell(s)]}=k\,\mathbf 1_{\{\text{at origin at }s\}}\,e^{-k[\ell(t)-\ell(s)]}.$$

Integrate from 0 to $t$; the left side gives $1-e^{-k\ell(t)}$. Then average. Given that the acid is at the origin at time $s$, its later path is a fresh start of duration $t-s$, so

$$u_0(t)=1-k\int_0^tg(s)\,u_0(t-s)\,ds, \tag{4}$$

where $g(s)$ is the probability of being at the origin at time $s$.

On the infinite lattice the three coordinates move independently, each with rate $\Gamma/6$ in either direction. A coordinate is back at zero when its two Poisson step counts agree:

$$\sum_{m}e^{-\Gamma t/3}\frac{(\Gamma t/6)^{2m}}{(m!)^2}=e^{-\Gamma t/3}I_0(\Gamma t/3),\qquad g(t)=\big[e^{-\Gamma t/3}I_0(\Gamma t/3)\big]^3,$$

with $I_0$ the modified Bessel function. For the periodic cube of the example, solving the full equation for $u$ on all 8000 sites gives $S=26.7679$ at 60 s, and equation (4), with the periodic return probability, gives 26.7677.

## When mean-field kinetics returns

Each visit to the origin lasts $1/\Gamma$ on average. Hence $\int_0^\infty g\,dt=W/\Gamma$, where $W$ is the mean number of visits to the starting site, the first included. Numerically $W=1.5164$.

The time $\ell(t)$ cannot decrease, so $u_0$ falls from 1 towards a limit $u_\infty$. Since $g$ has a finite integral, the long-time limit of (4) is $u_\infty=1-k(W/\Gamma)u_\infty$. Therefore

$$u_\infty=\frac1{1+\varepsilon},\qquad \varepsilon=\frac{kW}\Gamma,\qquad k_{\rm eff}=ku_\infty,\qquad \frac1{k_{\rm eff}}=\frac1k+\frac W\Gamma .$$

The last form adds two waiting times, one for reaction and one for reaching fresh material. When reaction is very fast, $k_{\rm eff}\to\Gamma/W$ and hopping alone sets the rate.

Because $u_\infty\le u_0\le1$, integrating (3) gives, on the infinite lattice,

$$k_{\rm eff}t\le S(t)\le kt,\qquad 1\le\frac p{p_{\rm mf}}\le\exp\!\Big(ckt\,\frac{\varepsilon}{1+\varepsilon}\Big). \tag{5}$$

The second statement follows from $p/p_{\rm mf}=e^{c(kt-S)}$ and $kt-k_{\rm eff}t=kt\,\varepsilon/(1+\varepsilon)$. Mean-field kinetics is thus recovered for $\varepsilon\ll1$ at fixed $ckt$. Acids placed uniformly at random need not cross the sample; they need to leave a spent site before they would have reacted again.

The sign of the error does not depend on lattice size. The mean of $L_y$ is $ct$, and the average of a convex function is at least the function of the average, so $p=E[e^{-kL_y}]\ge e^{-ckt}$. In this model the rate equation never underestimates the mean deprotection.

The correlation it drops can be read off directly. Differentiating (2) and using (3),

$$\frac{dp}{dt}=-\frac{N_A}{N}\,k\,u_0\Big(1-\frac SN\Big)^{N_A-1},$$

and comparison with (1) gives

$$E[M]=\frac{N_A\,u_0\,p}{1-S/N}.$$

For large $N$, $u_0$ is therefore the protected fraction under the acids divided by the overall protected fraction. The naive equation sets it to one.

Two other limits show what mixing does. If acids cannot move, $g=1$, and differentiating (4) gives $\dot u_0=-ku_0$. Then $u_0=e^{-kt}$ and $S=1-e^{-kt}$: each acid uses up its own site and stops, however long the bake.

In a small periodic box with $\Gamma\to\infty$, each acid spends a time $t/N$ on every site. Then $u=e^{-kt/N}$ everywhere, and (2) gives $p=e^{-kN_At/N}=e^{-ckt}$, the mean-field law again, although the infinite-lattice constant $W$ plays no part.

## The slow approach to the constant rate

An acid can return late, so $u_0$ approaches $u_\infty$ slowly. For large $z$, $e^{-z}I_0(z)\approx(2\pi z)^{-1/2}$. With $z=\Gamma t/3=2Dt/a^2$ this gives $g\approx a^3(4\pi Dt)^{-3/2}$. The Laplace transform of $g$ at small $s$ is then

$$\hat g(s)=\frac W\Gamma-\int_0^\infty(1-e^{-st})\,g\,dt\approx\frac W\Gamma-B\sqrt s,\qquad B=\frac{a^3}{4\pi D^{3/2}} .$$

Here integration by parts gave $\int_0^\infty(1-e^{-st})t^{-3/2}dt=2s\int_0^\infty t^{-1/2}e^{-st}dt=2\sqrt{\pi s}$.

Equation (4) transforms to $\hat u_0=1/s-k\hat g\hat u_0$, and (3) to $\hat S=k\hat u_0/s$. Since $1+kW/\Gamma=k/k_{\rm eff}$,

$$\hat S=\frac{k}{s^2(k/k_{\rm eff}-kB\sqrt s)}\approx\frac{k_{\rm eff}}{s^2}\big(1+k_{\rm eff}B\sqrt s\big).$$

The inverse transforms of $s^{-2}$ and $s^{-3/2}$ are $t$ and $2\sqrt{t/\pi}$, so to leading order in the late returns

$$S\approx k_{\rm eff}\Big[t+\frac{k_{\rm eff}\,a^3\sqrt t}{2\pi^{3/2}D^{3/2}}\Big]. \tag{6}$$

## A 60 s bake

Take $a=1$ nm, $D=1$ nm²/s, $k=0.5$ s⁻¹ and $c=0.05$, for a uniform exposure baked at 100 °C. Then $\Gamma=6$ s⁻¹. A cube of side 20 nm holds 8000 units and 400 acids, so initially $R=400\,(6+0.5)=2600$ s⁻¹ and the mean waiting time is 0.38 ms. The control parameter and effective rate are

$$\varepsilon=\frac{0.5\times1.5164}{6}=0.126,\qquad k_{\rm eff}=\frac{0.5}{1.126}=0.444\ \text{s}^{-1}.$$

Equation (6) gives $S=0.4439\,(60+0.309)=26.77$, in agreement with the numerical solution of (4) on the infinite lattice. Hence $p=e^{-0.05\times26.77}=0.262$, against $e^{-1.5}=0.223$ in mean field. In terms of deprotection this is 73.8 % against 77.7 %. The ratio $0.2622/0.2231=1.175$ lies just below the bound of (5), $\exp(1.5\times0.1264/1.1264)=1.183$.

Sixteen simulated runs give $0.2623$ at 60 s, where (2) predicts $0.2617$ for this finite cube. The protected fraction under the acids, relative to the overall one and pooled over the six output times, is 0.896, against 0.893 from the expression for $E[M]$, so the missing correlation is seen directly.

The scatter between these runs needs a caution. For fixed paths the units react independently, so the variance of the protected fraction is at least $(p-E[e^{-2kL_y}])/N$. Doubling $k$ in the bound on $S$ gives an effective rate of $1/(1+0.2527)=0.798$ s⁻¹, hence $E[e^{-2kL_y}]\le e^{-0.05\times47.9}=0.091$. Using the infinite-lattice values, the standard deviation should be at least $\sqrt{(0.262-0.091)/8000}=0.0046$. The sixteen runs show 0.0024. If the scatter is nearly Gaussian, sixteen runs would fall this low at most a few times in a thousand, and these runs alone cannot show whether it is chance. The safer standard error of the mean is $0.0046/\sqrt{16}\approx0.0012$ or more, rather than the printed 0.0006. The difference from the prediction is well inside it.

With $k$, $c$ and $t$ held fixed, changing $\Gamma$ shows the recovery on the infinite lattice:

| $\Gamma$ (s⁻¹) | $\varepsilon$ | $p$ at 60 s |
|---|---|---|
| 0.6 | 1.26 | 0.486 |
| 6 | 0.126 | 0.262 |
| 60 | 0.0126 | 0.227 |

Immobile acids would leave 0.951, and the mean-field value is 0.223 throughout.

## Beside a real resist

The parameters are round illustrative values for a positive-tone resist, not fitted to a particular material. The diffusion length $\sqrt{2Dt}=11$ nm is about a third of the 32 nm pitch considered below. Some omissions matter more than the mean-field error of 0.04 in $p$ and some less; the sizes below rest on round assumed inputs. A fast, uniform quencher at 0.01 per site leaves $c=0.04$ and raises $p$ from 0.262 to 0.343. Acid loss at 0.005 s⁻¹ weights the integrand of $S$ by the survival factor $e^{-0.005s}$, with $s$ in seconds, and gives 0.314. A reaction rate 1 K hotter, with a 1 eV barrier and unchanged hopping, gives 0.237.

Real polymers also change the acid's mobility as they deprotect. This breaks the independence behind (2), but not the event algorithm, provided the sum of the current hopping rates replaces $N_A\Gamma$ throughout and step 2 draws each hop in proportion to its own rate. Halving or doubling $\Gamma$ everywhere gives 0.297 or 0.243, but this shows only the sensitivity to a uniform change. It does not bound the effect of a mobility that depends on the local state: acids that leave spent sites faster than protected ones, for example, spend a larger share of their time on protected sites. Site sharing, which real acids may avoid, involves 4.9 % of them at any moment.

For a patterned exposure, uniform placement fails as well. A sinusoidal acid image of pitch 32 nm decays as $e^{-q^2Dt}$ with $q=2\pi/(32\ \text{nm})$. With $X=q^2Dt=2.31$ at 60 s, its average over the bake keeps $(1-e^{-X})/X=0.39$ of the initial modulation. Faster hopping thus brings the local kinetics closer to mean field while it erases the image. For independent acids of uniform mobility, as assumed here, the local rate law gives $p$ to a small relative error when $\Gamma\gg kW$ and, by the argument behind (5), $ckt\,\varepsilon\ll1$ with $c$ the largest acid density in the image; the diffusion length must be judged separately against the pitch. The numerical output below lists the full time course and these estimates.

## Calculated quantities

```
lattice spacing 1.0 nm; diffusivity 1.0 nm2/s
hop rate 6.0 1/s; reaction rate 0.50 1/s
acids per site 0.050; bake 60 s at 373.15 K
cube side 20 nm; sites 8000; acids 400; runs 16
initial total event rate 2600 1/s
initial mean waiting time 0.3846 ms
diffusion length sqrt(2Dt) 10.95 nm
four-site ring: hop 2.0 1/s, react 1.0 1/s, t 2.0 s
ring protected fraction, master equation 0.45307683
ring protected fraction, residence formula 0.45307683
ring histogram chi-square 1.42 (4 dof, 20000 runs)
mean visits W 1.5163861
S(60 s), field on lattice 26.7679; renewal 26.7677
t(s) simulated  std.err  exact-finite  mean-field
 10  0.7969    0.0014   0.7986        0.7788
 20  0.6368    0.0015   0.6387        0.6065
 30  0.5093    0.0015   0.5110        0.4724
 40  0.4084    0.0011   0.4088        0.3679
 50  0.3268    0.0008   0.3271        0.2865
 60  0.2623    0.0006   0.2617        0.2231
run-to-run standard deviation at 60 s 0.0024
protected under acid / overall, simulated 0.896
u0(60 s), infinite lattice 0.8901
effective rate k_eff 0.4439 1/s
S(60 s), infinite 26.7741; long-time law 26.7714
protected fraction at 60 s, infinite lattice 0.2622
deprotected: true 73.8 %, mean field 77.7 %
hop(1/s)  kW/hop   S/(kt)   k_eff/k  protected at 60 s
  0.6    1.2637   0.4817   0.4418   0.4855
  6.0    0.1264   0.8925   0.8878   0.2622
 60.0    0.0126   0.9876   0.9875   0.2273
fastest hop: (1-S/(kt))/(kW/hop) 0.9781
slow run, side 20 nm, 16 runs: 0.4864 +- 0.0015, exact 0.4852
fast run, side 10 nm, 10 runs: 0.2269 +- 0.0037, exact 0.2270
immobile acids, protected 0.9512
Neglected effects: protected fraction at 60 s if included
acid loss at 0.005 1/s: 0.3145
fast quencher, 0.010 per site: 0.3427
reaction 1 K hotter, barrier 1.0 eV: 0.2366
hop rate halved 0.2971; doubled 0.2433
acids sharing a site 4.88 %
image modulation kept at 32 nm pitch: 0.390
same from lattice diffusion: 0.390
```
